**Acid partition between resist and underlayer during the bake**

For uniform initial acid c0 in a semi-infinite resist on an acid-free underlayer, the resist-side interface concentration is cs = c0√D1/(√D1 + K√D2) for all t > 0. D1 and D2 are the diffusivities in resist and underlayer, and K is the equilibrium concentration ratio, underlayer over resist. The program checks the diffusion profiles symbolically, solves the flux balance for cs, and compares the result with a finite-volume model at three times for two parameter sets. It also asserts the profiles, interface flux, uptake and depleted depth of the example, and the energy identity behind uniqueness. For D1 = 4 nm²/s, D2 = 1 nm²/s and K = 0.5 the output shows cs = 0.8000 c0 at 5, 20 and 60 s. The last block of output sizes neglected effects for assumed parameters. Acid loss lowers the interface value by about 11 %, while in a 90 nm pitch grating lateral diffusion and uptake by the underlayer together reduce the interface amplitude to 0.27 of its initial value.

## Numerical check

```python
"""Acid diffusion from a resist (x < 0) into an acid-free underlayer (x > 0).

Result under test: for t > 0 the resist-side interface concentration is
    cs = c0*sqrt(D1) / (sqrt(D1) + K*sqrt(D2)),   constant in time.
c0: initial uniform acid concentration in the resist
D1, D2: diffusivities in resist and underlayer
K: equilibrium ratio c(underlayer)/c(resist) at the interface
Both layers are semi-infinite; no acid is made or lost.
The independent check is a finite-volume model of the two layers that knows
only Fick's law, acid conservation and the partition condition.
Units: nm, s, acid molecules per nm^3.
"""
import numpy as np
import sympy as sp
from scipy.constants import N_A
from scipy.integrate import simpson
from scipy.linalg import eigh_tridiagonal
from scipy.special import erf, erfc, erfinv

DX = 0.25  # cell width, nm


def interface_value(c0, D1, D2, K):
    return c0 * np.sqrt(D1) / (np.sqrt(D1) + K * np.sqrt(D2))


def bake(start, n1, t, D1, D2, K, loss1=0.0, loss2=0.0, transfer=np.inf):
    """Evolve cell concentrations; the first n1 cells are resist.

    Outer faces are sealed. loss1, loss2: first-order loss rates (1/s).
    transfer: interfacial transfer coefficient (nm/s), infinite = equilibrium.
    Returns resist-side interface concentration, cell values, interface flux.
    """
    n2 = len(start) - n1
    part = np.r_[np.ones(n1), np.full(n2, K)]
    diff = np.r_[np.full(n1, D1), np.full(n2, D2)]
    loss = np.r_[np.full(n1, loss1), np.full(n2, loss2)]
    weight = DX * part
    half = DX / (2 * diff * part)        # resistance of half a cell
    resistance = half[:-1] + half[1:]
    resistance[n1 - 1] += 1 / transfer
    g = 1 / resistance
    diag = np.zeros(n1 + n2)
    diag[:-1] += g
    diag[1:] += g
    diag = diag / weight + loss
    off = -g / np.sqrt(weight[:-1] * weight[1:])
    rates, modes = eigh_tridiagonal(diag, off)
    y = np.sqrt(weight) * start / part
    y = modes @ (np.exp(-rates * t) * (modes.T @ y))
    reduced = y / np.sqrt(weight)        # concentration / partition factor
    flux = g[n1 - 1] * (reduced[n1 - 1] - reduced[n1])
    surface = reduced[n1 - 1] - flux * half[n1 - 1]
    return surface, reduced * part, flux


def step_start(L1, L2):
    n1, n2 = round(L1 / DX), round(L2 / DX)
    return np.r_[np.ones(n1), np.zeros(n2)], n1


# --- symbolic check of the profiles and solution of the flux balance ---
x = sp.symbols('x', real=True)
ts, d1, d2, ks, c0s, css = sp.symbols('t D1 D2 K c0 cs', positive=True)
prof1 = css + (c0s - css) * sp.erf(-x / (2 * sp.sqrt(d1 * ts)))
prof2 = ks * css * sp.erfc(x / (2 * sp.sqrt(d2 * ts)))
for prof, d in ((prof1, d1), (prof2, d2)):
    assert sp.simplify(sp.diff(prof, ts) - d * sp.diff(prof, x, 2)) == 0
balance = (d1 * sp.diff(prof1, x) - d2 * sp.diff(prof2, x)).subs(x, 0)
roots = sp.solve(sp.simplify(balance * sp.sqrt(ts)), css)
assert len(roots) == 1
for vals in ((4.0, 1.0, 0.5, 1.0), (1.0, 3.0, 4.0, 2.0)):
    root = float(roots[0].subs(dict(zip((d1, d2, ks, c0s), vals))))
    assert abs(root - interface_value(vals[3], *vals[:3])) < 1e-12

# --- example parameters ---
D1, D2, K, c0, t_bake = 4.0, 1.0, 0.5, 0.05, 60.0
L1, L2 = 100.0, 80.0
ratio = interface_value(1.0, D1, D2, K)
cs = ratio * c0

# --- constancy and value of cs, wide layers, two parameter sets ---
wide, nw = step_start(150.0, 100.0)
times = (5.0, 20.0, 60.0)
history = []
for pars in ((D1, D2, K), (1.0, 3.0, 4.0)):
    for t in times:
        surface, cells, flux = bake(wide, nw, t, *pars)
        expected = interface_value(1.0, *pars)
        assert abs(surface / expected - 1) < 1e-5
        if pars == (D1, D2, K):
            history.append(surface)
            example_cells, example_flux = cells, flux

# --- profiles, flux, uptake and depletion depth at the end of the bake ---
dist1 = (nw - np.arange(nw) - 0.5) * DX
dist2 = (np.arange(len(wide) - nw) + 0.5) * DX
c1 = ratio + (1 - ratio) * erf(dist1 / (2 * np.sqrt(D1 * t_bake)))
c2 = K * ratio * erfc(dist2 / (2 * np.sqrt(D2 * t_bake)))
profile_error = np.max(np.abs(np.r_[c1, c2] - example_cells))
assert profile_error < 1e-3
flux_end = K * cs * np.sqrt(D2 / (np.pi * t_bake))
assert abs(c0 * example_flux / flux_end - 1) < 1e-3
uptake = 2 * K * cs * np.sqrt(D2 * t_bake / np.pi)
uptake_num = c0 * DX * example_cells[nw:].sum()
assert abs(uptake_num / uptake - 1) < 2e-3
depth90 = 2 * np.sqrt(D1 * t_bake) * erfinv((0.9 - ratio) / (1 - ratio))
near = example_cells[:nw][::-1][:200]
depth90_num = np.interp(0.9, near, dist1[::-1][:200])
assert abs(depth90_num - depth90) < 0.05

# --- energy identity behind uniqueness ---
# Trial field: difference of two step solutions plus a plane source at the
# interface, so both its interface value and its interface flux are nonzero.
xa, xb = np.linspace(-250, 0, 20001), np.linspace(0, 150, 20001)


def trial(t):
    a = b = 0.0
    for sign, tt in ((1, t), (-1, t + 40)):
        a = a + sign * (ratio + (1 - ratio) * erf(-xa / np.sqrt(4 * D1 * tt)))
        b = b + sign * K * ratio * erfc(xb / np.sqrt(4 * D2 * tt))
    a = a + np.exp(-xa**2 / (4 * D1 * t)) / np.sqrt(t)
    b = b + K * np.exp(-xb**2 / (4 * D2 * t)) / np.sqrt(t)
    return a, b


def energy_mismatch(w, t=20.0, dt=0.01):
    def energy(tt):
        a, b = trial(tt)
        return 0.5 * simpson(a**2, x=xa) + 0.5 * w * simpson(b**2, x=xb)
    a, b = trial(t)
    ga = np.gradient(a, xa, edge_order=2)
    gb = np.gradient(b, xb, edge_order=2)
    decay = D1 * simpson(ga**2, x=xa) + w * D2 * simpson(gb**2, x=xb)
    return (energy(t + dt) - energy(t - dt)) / (2 * dt) / decay + 1


mismatch_right = abs(energy_mismatch(1 / K))
mismatch_plain = abs(energy_mismatch(1.0))
assert mismatch_right < 1e-4
assert mismatch_plain > 0.02

# --- size of neglected effects, as interface concentration / c0 ---
film, nf = step_start(L1, L2)
height = (nf - np.arange(nf) - 0.5) * DX   # distance above the interface
base = (D1, D2, K)
finite = bake(film, nf, t_bake, *base)[0]
assert abs(finite / ratio - 1) < 1e-5
thin_L1, thin_L2 = 40.0, 10.0
thin, nt = step_start(thin_L1, thin_L2)
thin_value = bake(thin, nt, t_bake, *base)[0]
assert thin_value / ratio - 1 > 0.01

absorb = 0.0015                            # 1/nm
graded = film.copy()
graded[:nf] = np.exp(absorb * height)
absorbed = bake(graded, nf, t_bake, *base)[0]

period, swing = 57.0, 0.10
wave = film.copy()
wave[:nf] = 1 + swing * np.cos(2 * np.pi * height / period)
wave_5, wave_60 = [bake(wave, nf, t, *base)[0] for t in (5.0, t_bake)]

k_loss, k_trap, h_if = 0.002, 0.02, 1.0
lossy = bake(film, nf, t_bake, *base, loss1=k_loss, loss2=k_loss)[0]
trapped = bake(film, nf, t_bake, *base, loss2=k_trap)[0]
assert lossy < ratio and trapped < ratio
slow_5, slow_60 = [bake(film, nf, t, *base, transfer=h_if)[0]
                   for t in (5.0, t_bake)]
assert slow_5 > slow_60 > ratio

halfway = bake(film, nf, t_bake / 2, *base)[1]
rising = bake(halfway, nf, t_bake / 2, 2 * D1, D2, K)[0]
common = bake(halfway, nf, t_bake / 2, 2 * D1, 2 * D2, K)[0]
assert abs(common / ratio - 1) < 1e-5
assert abs(rising / ratio - 1) > 1e-3

pitch = 90.0
q2 = (2 * np.pi / pitch) ** 2
grating = bake(film, nf, t_bake, *base, loss1=D1 * q2, loss2=D2 * q2)[0]
count = uptake * 100.0                     # under a 10 nm x 10 nm square
molar = 1e24 / N_A                         # nm^-3 to mol/L


def show(label, value, unit=''):
    print(f'{label}: {value} {unit}'.rstrip())


def effect(label, value):
    print(f'{label}: {value:.4f} c0 ({100 * (value / ratio - 1):+.1f} %)')


print('INPUTS')
show('D1 resist, D2 underlayer', f'{D1:.1f}, {D2:.1f}', 'nm^2/s')
show('K (underlayer/resist)', f'{K:.2f}')
show('c0', f'{c0:.3f} nm^-3 = {c0 * molar:.4f}', 'mol/L')
show('bake time', f'{t_bake:.0f}', 's')
show('resist, underlayer thickness', f'{L1:.0f}, {L2:.0f}', 'nm')
print('RESULTS')
show('sqrt(D1), sqrt(D2)', f'{D1**0.5:.3f}, {D2**0.5:.3f}', 'nm/s^0.5')
show('cs/c0 from formula', f'{ratio:.4f}')
for t, value in zip(times, history):
    show(f'cs/c0 from cell model at {t:.0f} s', f'{value:.6f}')
show('cs, resist side', f'{cs:.4f} nm^-3 = {cs * molar:.4f}', 'mol/L')
show('K cs, underlayer side',
     f'{K * cs:.4f} nm^-3 = {K * cs * molar:.4f}', 'mol/L')
show('sqrt(D1 t), sqrt(D2 t)',
     f'{(D1 * t_bake)**0.5:.2f}, {(D2 * t_bake)**0.5:.2f}', 'nm')
show('flux at end of bake', f'{flux_end:.3e}', 'nm^-2 s^-1')
show('uptake, formula', f'{uptake:.4f}', 'nm^-2')
show('uptake, cell model', f'{uptake_num:.4f}', 'nm^-2')
show('depth where c = 0.9 c0, formula', f'{depth90:.2f}', 'nm')
show('depth where c = 0.9 c0, cell model', f'{depth90_num:.2f}', 'nm')
show('largest profile error', f'{profile_error:.1e}', 'c0')
show('energy identity mismatch, weight 1/K', f'{mismatch_right:.1e}')
show('energy identity mismatch, weight 1', f'{mismatch_plain:.3f}')
show('cs/c0 if K doubles', f'{interface_value(1, D1, D2, 2 * K):.4f}')
show('cs/c0 if D1 doubles', f'{interface_value(1, 2 * D1, D2, K):.4f}')
print('NEGLECTED EFFECTS: interface value (change from formula)')
effect('finite films of the example, 60 s', finite)
effect(f'thin stack {thin_L1:.0f} nm on {thin_L2:.0f} nm, 60 s', thin_value)
effect(f'absorption {1000 * absorb:.1f} per um, 60 s', absorbed)
print(f'standing wave: period {period:.0f} nm, swing {100 * swing:.0f} %')
effect('  at 5 s', wave_5)
effect('  at 60 s', wave_60)
effect(f'loss {k_loss} 1/s in both layers, 60 s', lossy)
effect(f'trapping {k_trap} 1/s in underlayer, 60 s', trapped)
effect(f'interface transfer {h_if:.1f} nm/s, at 5 s', slow_5)
effect(f'interface transfer {h_if:.1f} nm/s, at 60 s', slow_60)
effect('D1 doubled at 30 s, value at 60 s', rising)
effect('D1 and D2 doubled at 30 s, value at 60 s', common)
effect(f'grating amplitude, pitch {pitch:.0f} nm, 60 s', grating)
show('mean acid count below 10 nm x 10 nm', f'{count:.1f}')
show('Poisson noise of that count', f'{100 / np.sqrt(count):.0f}', '%')
print('tests ok')
```

Output:

```
INPUTS
D1 resist, D2 underlayer: 4.0, 1.0 nm^2/s
K (underlayer/resist): 0.50
c0: 0.050 nm^-3 = 0.0830 mol/L
bake time: 60 s
resist, underlayer thickness: 100, 80 nm
RESULTS
sqrt(D1), sqrt(D2): 2.000, 1.000 nm/s^0.5
cs/c0 from formula: 0.8000
cs/c0 from cell model at 5 s: 0.800000
cs/c0 from cell model at 20 s: 0.800000
cs/c0 from cell model at 60 s: 0.800000
cs, resist side: 0.0400 nm^-3 = 0.0664 mol/L
K cs, underlayer side: 0.0200 nm^-3 = 0.0332 mol/L
sqrt(D1 t), sqrt(D2 t): 15.49, 7.75 nm
flux at end of bake: 1.457e-03 nm^-2 s^-1
uptake, formula: 0.1748 nm^-2
uptake, cell model: 0.1748 nm^-2
depth where c = 0.9 c0, formula: 14.78 nm
depth where c = 0.9 c0, cell model: 14.78 nm
largest profile error: 1.2e-05 c0
energy identity mismatch, weight 1/K: 7.6e-07
energy identity mismatch, weight 1: 0.225
cs/c0 if K doubles: 0.6667
cs/c0 if D1 doubles: 0.8498
NEGLECTED EFFECTS: interface value (change from formula)
finite films of the example, 60 s: 0.8000 c0 (+0.0 %)
thin stack 40 nm on 10 nm, 60 s: 0.8216 c0 (+2.7 %)
absorption 1.5 per um, 60 s: 0.8214 c0 (+2.7 %)
standing wave: period 57 nm, swing 10 %
  at 5 s: 0.8627 c0 (+7.8 %)
  at 60 s: 0.8043 c0 (+0.5 %)
loss 0.002 1/s in both layers, 60 s: 0.7095 c0 (-11.3 %)
trapping 0.02 1/s in underlayer, 60 s: 0.7206 c0 (-9.9 %)
interface transfer 1.0 nm/s, at 5 s: 0.8199 c0 (+2.5 %)
interface transfer 1.0 nm/s, at 60 s: 0.8058 c0 (+0.7 %)
D1 doubled at 30 s, value at 60 s: 0.8433 c0 (+5.4 %)
D1 and D2 doubled at 30 s, value at 60 s: 0.8000 c0 (+0.0 %)
grating amplitude, pitch 90 nm, 60 s: 0.2741 c0 (-65.7 %)
mean acid count below 10 nm x 10 nm: 17.5
Poisson noise of that count: 24 %
tests ok
```
